# The Belavin-Polyakov exchange bound and the size of a chiral skyrmion

## The decision

A micromagnetic relaxation ends with a skyrmion a few mesh cells wide. Should the mesh be refined, or is a term missing from the energy? If the energy holds only exchange and a local anisotropy or field term that is lowest in the uniform background, refinement will not give a converged size: the continuum model of an infinite film has no equilibrium size, so the radius on the screen must be set by something outside that model, such as a mesh coarse enough to pin the texture, an unfinished relaxation, or the nonlocal stray field, which can fix the size of a bubble without DM coupling. If a Dzyaloshinskii-Moriya (DM) term is present, a finite size is possible, and a relation between two energies gives a necessary test of whether the relaxation has reached it. Both statements follow from the way each energy changes when the texture is stretched. A lower bound on the exchange energy, independent of size, limits from below the energy that remains as the texture shrinks.

## Model and conventions

The magnetization direction $\mathbf m(x,y)$ is a smooth unit vector field on an infinite film of thickness $t$, uniform through the thickness, with $\mathbf m\to+\hat z$ far away. The energy is $E=E_{ex}+E_{DM}+E_V$, with

$$E_{ex}=At\int|\nabla\mathbf m|^2d^2r,\qquad |\nabla\mathbf m|^2=|\partial_x\mathbf m|^2+|\partial_y\mathbf m|^2,$$

$$E_{DM}=Dt\int\left[m_z\nabla\!\cdot\mathbf m-\mathbf m\cdot\nabla m_z\right]d^2r,\qquad E_V=t\int V(m_z)\,d^2r .$$

There is no factor $1/2$ in front of $A$. The function $V$ is non-negative and vanishes at $m_z=1$. For the explicit solutions, $V=K(1-m_z^2)$ with $K>0$.

Part of the dipolar energy is contained in $K$. In a very thin film whose texture varies slowly on the scale $t$, the demagnetizing field is $-M_sm_z\hat z$, where $M_s$ is the saturation magnetization. Its energy density is $\tfrac12\mu_0M_s^2m_z^2$, which is a constant minus $\tfrac12\mu_0M_s^2(1-m_z^2)$. Hence $K=K_u-\tfrac12\mu_0M_s^2$, with $K_u$ the crystalline or interface anisotropy. The nonlocal remainder is left out.

The topological charge is

$$Q=\frac1{4\pi}\int\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r .$$

## Proof of the bound

Write $\mathbf a=\partial_x\mathbf m$ and $\mathbf b=\partial_y\mathbf m$. Differentiating $\mathbf m\cdot\mathbf m=1$ gives $\mathbf m\cdot\mathbf a=\mathbf m\cdot\mathbf b=0$. Since $\mathbf m$ is a unit vector perpendicular to $\mathbf b$, $|\mathbf m\times\mathbf b|^2=|\mathbf b|^2$. For $s=\pm1$,

$$|\mathbf a+s\,\mathbf m\times\mathbf b|^2=|\mathbf a|^2+|\mathbf b|^2+2s\,\mathbf a\cdot(\mathbf m\times\mathbf b).$$

Cyclic permutation gives $\mathbf a\cdot(\mathbf m\times\mathbf b)=\mathbf m\cdot(\mathbf b\times\mathbf a)=-\mathbf m\cdot(\mathbf a\times\mathbf b)$. Therefore

$$|\nabla\mathbf m|^2=|\mathbf a+s\,\mathbf m\times\mathbf b|^2+2s\,\mathbf m\cdot(\mathbf a\times\mathbf b).$$

The last term integrates to $2s\cdot4\pi Q$. Choose $s$ as the sign of $Q$, so that $sQ=|Q|$, and drop the square, which is non-negative:

$$\boxed{E_{ex}\ge8\pi At\,|Q|}$$

The bound contains no length. It restricts the exchange energy alone; the total energy may lie lower, because $E_{DM}$ can be negative.

## Why the charge is a fixed integer

Under a small localized change $\delta\mathbf m$, the vectors $\delta\mathbf m,\mathbf a,\mathbf b$ are all perpendicular to $\mathbf m$. They lie in one plane, so their triple product vanishes. The change of the charge density is then

$$\mathbf m\cdot(\partial_x\delta\mathbf m\times\mathbf b)+\mathbf m\cdot(\mathbf a\times\partial_y\delta\mathbf m)
=\partial_x[\mathbf m\cdot(\delta\mathbf m\times\mathbf b)]+\partial_y[\mathbf m\cdot(\mathbf a\times\delta\mathbf m)].$$

To check the equality, expand the right side. Terms in which a derivative acts on the leading $\mathbf m$ are triple products of coplanar vectors and vanish. The two terms with $\partial_x\partial_y\mathbf m$ cancel, because the order of the cross product is opposite in them. What remains is the left side. The change is a divergence, so its integral is zero and $Q$ is constant under smooth localized deformation.

The density times $dx\,dy$ is the signed area swept by $\mathbf m$ on the unit sphere. Because $\mathbf m$ has one value at infinity, the plane acts as a closed surface. The signed number of times a patch of the sphere is covered could differ between patches only across the image of an edge, and there is none. The total area is thus an integer times $4\pi$, and $Q$ is that integer.

## Textures that reach the bound

Equality requires $\partial_x\mathbf m+s\,\mathbf m\times\partial_y\mathbf m=0$ everywhere. Let $\theta$ and $\Phi$ be the polar and azimuthal angles of $\mathbf m$, and define

$$w=\frac{m_x+im_y}{1+m_z}=\tan\frac\theta2\,e^{i\Phi},\qquad
dw=\frac{e^{i\Phi}}{2\cos^2(\theta/2)}\left(d\theta+i\sin\theta\,d\Phi\right).$$

The bracket holds the components of $d\mathbf m=\hat e_\theta d\theta+\hat e_\Phi\sin\theta\,d\Phi$. Since $\mathbf m\times\hat e_\theta=\hat e_\Phi$ and $\mathbf m\times\hat e_\Phi=-\hat e_\theta$, the operation $\mathbf m\times$ multiplies this complex number by $i$. The equality condition becomes

$$\partial_xw+is\,\partial_yw=0 .$$

For $s=+1$ this is the Cauchy-Riemann condition, so $w$ is analytic in $\zeta=x+iy$. For $s=-1$ it is analytic in $\bar\zeta$. Poles are allowed; there $\mathbf m=-\hat z$ and $1/w$ is regular.

The choice $w=R/\bar\zeta=(R/r)e^{i\varphi}$, with $\varphi$ the position azimuth, gives $\Phi=\varphi$ and

$$\theta=2\arctan(R/r).$$

The core points down, and $\theta=\pi/2$ at $r=R$. For a circular texture with $\Phi=\varphi$ the charge density is $\theta'\sin\theta/r$, so $Q=\tfrac12\int_0^\infty\theta'\sin\theta\,dr=\tfrac12[-\cos\theta]_{r=0}^{\infty}=-1$. The exchange energy is $8\pi At$ for every $R$: exchange alone does not select a size.

A squeezed texture shows the bound at work. Replace $x,y$ in this solution by $px,qy$. The $x$ part of the integral is multiplied by $p^2/(pq)=p/q$ and the $y$ part by $q/p$. In the round texture each part is $4\pi$, so the ratio to the bound is $(p^2+q^2)/(2pq)$. For $p=1.5$, $q=0.7$ this is $2.74/2.10=1.305$, the value found by direct integration in the numerical check.

## Stretching the texture

Let $\mathbf m_\lambda(\mathbf r)=\mathbf m(\mathbf r/\lambda)$, so that $\lambda>1$ enlarges the texture. With $\mathbf u=\mathbf r/\lambda$, each derivative brings a factor $1/\lambda$ and the area element brings $\lambda^2$. Exchange has two derivatives, DM one, and $V$ none:

$$E(\lambda)=E_{ex}+\lambda E_{DM}+\lambda^2E_V .$$

A stationary state is stationary under every small change, including this one. If the integrals converge, $dE/d\lambda=0$ at $\lambda=1$ gives

$$\boxed{E_{DM}=-2E_V},\qquad E=E_{ex}-E_V .$$

Without DM coupling, $dE/d\lambda=2\lambda E_V>0$ for any non-uniform texture with $E_V>0$. Shrinking lowers the energy at every size, so the model has no stationary skyrmion. This is the case in which refining the mesh cannot converge to a finite size.

For a trial shape with $E_{DM}<0$, the best stretch is

$$\lambda^*=\frac{|E_{DM}|}{2E_V},\qquad \frac{d^2E}{d\lambda^2}=2E_V>0 ,$$

a minimum with respect to size. The DM gain grows linearly with size and wins when the texture is small; the cost $E_V$ grows quadratically and wins when it is large.

The DM density is linear in the in-plane part of $\mathbf m$. Reversing that part changes the sign of $E_{DM}$ and leaves $E_{ex}$ and $E_V$ as they were, so the sign of $D$ selects the sense of rotation. A circular antiskyrmion, with $\Phi=-\varphi$, has a DM density proportional to $\cos2\varphi$. Its integral vanishes, and such a texture cannot be stationary with this form of DM coupling.

The condition is necessary, not sufficient: it fixes the scale of a given shape and proves neither existence nor stability. If the nonlocal dipolar energy $E_{dip}$ is kept, the condition becomes $E_{DM}+2E_V+dE_{dip}/d\lambda|_{\lambda=1}=0$. A film edge near the skyrmion also invalidates the simple form, because stretching then moves the texture relative to the edge.

## The equation for the shape

Take $\mathbf m=\sin\theta(r)\,\hat r+\cos\theta(r)\,\hat z$ with $\theta(0)=\pi$, $\theta(\infty)=0$. Then $|\nabla\mathbf m|^2=\theta'^2+\sin^2\theta/r^2$. For the DM density,

$$\nabla\!\cdot\mathbf m=\cos\theta\,\theta'+\frac{\sin\theta}r,\qquad \mathbf m\cdot\nabla m_z=-\sin^2\theta\,\theta',$$

so it equals $D(\theta'+\sin\theta\cos\theta/r)$, using $\cos^2\theta+\sin^2\theta=1$. Since $\theta$ falls outward, $D>0$ favours this texture.

Measure length in $L=\sqrt{A/K}$, with $\rho=r/L$, and set $d=D/\sqrt{AK}$. Then

$$\frac{E}{At}=2\pi\int_0^\infty\left[\theta'^2+\frac{\sin^2\theta}{\rho^2}+d\left(\theta'+\frac{\sin\theta\cos\theta}{\rho}\right)+\sin^2\theta\right]\rho\,d\rho ,$$

where the prime now means $d/d\rho$. The Euler-Lagrange equation is

$$2(\rho\theta')'+d=\sin2\theta\left(\frac1\rho+\rho\right)+d\cos2\theta .$$

With $\cos2\theta-1=-2\sin^2\theta$, division by $2\rho$ gives

$$\theta''+\frac{\theta'}\rho=\frac{\sin2\theta}2\left(1+\frac1{\rho^2}\right)-\frac{d\sin^2\theta}\rho .$$

The parameter $d$ alone remains, so the radius defined by $\theta=\pi/2$ has the form $R=Lf(d)$. DM coupling sets the size in competition with both $K$ and $A$.

## Worked example

Take the round model values $A=10$ pJ/m, $K=0.4$ MJ/m³ and $t=1$ nm. Then

$$L=\sqrt{\frac{10\times10^{-12}}{0.4\times10^6}}\ \text{m}=5.0\ \text{nm},\qquad 8\pi At=2.51\times10^{-19}\ \text{J}=1.57\ \text{eV}.$$

Also $\sqrt{AK}=2.0$ mJ/m², so $D=2.0$ mJ/m² means $d=1$. Solving the radial equation gives, with energies in eV:

| $D$ (mJ/m²) | $R$ (nm) | $E_{ex}$ | $E_{DM}$ | $E_V$ | $E$ |
|---|---|---|---|---|---|
| 1.0 | 1.1 | 1.59 | −0.16 | 0.08 | 1.51 |
| 1.5 | 2.95 | 1.67 | −0.59 | 0.30 | 1.38 |
| 2.0 | 7.01 | 1.96 | −1.76 | 0.88 | 1.08 |

For $D=2.0$ mJ/m² the ratio is $-1.76/0.88=-2.0$, as stretching requires, and $E=1.96-1.76+0.88=1.08$ eV. Every $E_{ex}$ lies above 1.57 eV and every total energy below it. The totals are positive, so the uniform state is lower and these skyrmions are at best metastable. The numerical check confirms that the energy rises for three radial trial deformations of each profile; non-circular deformations were not examined. The radii belong to the local model. At $t=1$ nm and the same $K$, keeping the nonlocal dipolar remainder enlarges the $D=2.0$ mJ/m² radius by about 8% for $M_s=0.6$ MA/m and by about a third for $M_s=1.0$ MA/m.

Suppose the profile for $D=1.5$ mJ/m² is kept and merely stretched when $D$ is raised to 2.0. At fixed shape $E_{DM}$ is proportional to $D$, and before the change $|E_{DM}|=2E_V$. Hence $\lambda^*=2.0/1.5=1.333$, and the radius would be $1.333\times2.95=3.93$ nm. The relaxed value is 7.01 nm. Stretching gives the direction of the change, but the profile must be solved again to obtain the size.

## Large skyrmions

A wall estimate shows how the shape changes. For $R$ much larger than the wall width $\Delta$, take the trial profile $\cos\theta=\tanh[(r-R)/\Delta]$, for which $\theta'=-\sin\theta/\Delta$. Across the wall,

$$\int\theta'^2dr=\frac2\Delta,\quad \int\sin^2\theta\,dr=2\Delta,\quad \int\theta'dr=-\pi,\quad \int\sin\theta\cos\theta\,dr=0 .$$

To leading order in $R$ the energy is $2\pi Rt\,(2A/\Delta+2K\Delta-\pi D)$. The bracket is smallest at $\Delta=\sqrt{A/K}=L$, where it equals $4\sqrt{AK}-\pi D$. The wall width therefore tends to $L$ while $R$ grows, so a large skyrmion is not a magnified small one. The energy per wall length vanishes at $D=4\sqrt{AK}/\pi$. Above this value a sufficiently large skyrmion has lower energy than the uniform state, and it lowers its energy further by growing. The uniform state is then no longer the lowest state. It still resists small tilts, because to second order in the tilt the DM density is a pure divergence and only the positive exchange and anisotropy terms remain.

## Small skyrmions

For $R\ll L$ the core is close to $\theta=2\arctan(R/r)$, but this profile cannot be used everywhere. Its tail $\theta\approx2R/r$ makes $\int\sin^2\theta\,r\,dr$ diverge logarithmically. Where $\theta$ is small, the DM term of the radial equation is quadratic in $\theta$, and the linear equation

$$\theta''+\frac{\theta'}\rho-\left(1+\frac1{\rho^2}\right)\theta=0$$

has the decaying solution $K_1(\rho)$, a modified Bessel function. As $K_1\approx1/\rho$ for small $\rho$, the tail that joins the core is $\theta=2aK_1(\rho)$ with $a=R/L$.

**Anisotropy energy.** Split the integral at $\rho_0$ with $a\ll\rho_0\ll1$. Inside, $\sin\theta=2a\rho/(\rho^2+a^2)$. With $u=\rho^2+a^2$,

$$\int_0^{\rho_0}\!\sin^2\theta\,\rho\,d\rho=2a^2\!\int_{a^2}^{\rho_0^2+a^2}\frac{u-a^2}{u^2}du\approx4a^2\left[\ln\frac{\rho_0}a-\frac12\right].$$

Outside, use $K_0'=-K_1$ and $(\rho K_1)'=-\rho K_0$. Differentiation then confirms that

$$\frac{d}{d\rho}\left[\frac{\rho^2}2(K_1^2-K_0^2)-\rho K_0K_1\right]=\rho K_1^2 .$$

The bracket vanishes at infinity. At small $\rho_0$, $\rho_0K_1\to1$ and $K_0\approx\ln(2/\rho_0)-\gamma$, with $\gamma$ Euler's constant, so

$$\int_{\rho_0}^\infty4a^2K_1^2\rho\,d\rho\approx4a^2\left[\ln\frac2{\rho_0}-\gamma-\frac12\right].$$

In the sum $\rho_0$ cancels. Multiplying by $2\pi KtL^2$ gives

$$E_V\approx8\pi KtR^2\left[\ln\frac{2L}R-\gamma-1\right].$$

**DM energy.** The true tail decays exponentially, so $r\theta$ vanishes at infinity and $\int r\theta'dr=-\int\theta\,dr$. Hence

$$E_{DM}=2\pi Dt\int_0^\infty\left(\tfrac12\sin2\theta-\theta\right)dr .$$

For small $\theta$ the integrand is $-\tfrac23\theta^3$, which falls fast enough for the core profile to be used throughout at leading order. Integrate by parts once more, with $r=R\cot(\theta/2)$; the boundary terms now vanish for the core profile too:

$$\int_0^\infty\left(\tfrac12\sin2\theta-\theta\right)dr=2\int_0^\infty r\sin^2\theta\,\theta'dr=-2R\int_0^\pi\cot\frac\theta2\sin^2\theta\,d\theta .$$

Since $\cot(\theta/2)\sin\theta=1+\cos\theta$, the last integral is $\int_0^\pi(1+\cos\theta)\sin\theta\,d\theta=2$. The result is $-4R$, and

$$E_{DM}\approx-8\pi DtR .$$

Putting the core profile directly into the original density would keep the false surface value $r\theta\to2R$, change $-4R$ to $-2R$, and halve the energy.

**Radius.** The condition $E_{DM}=-2E_V$ gives

$$D\approx2KR\left[\ln\frac{2L}R-\gamma-1\right]\qquad(R\ll L).$$

So $R\to0$ as $D\to0$, somewhat faster than $D$ because of the logarithm. At $R/L=0.01$ the formula gives $d=0.0744$ against $0.0748$ from the radial equation, an error of 0.5% of the radial-equation value. At $R/L=0.1$ the values are 0.284 and 0.334, an error of 15% of the radial-equation value, so the formula serves for very small skyrmions only. Its right side is largest at $R/L=2e^{-2-\gamma}=0.152$, where $d=0.304$; for larger $d$, including every row of the table, it gives no radius at all. With $L=5$ nm the two radii compared are 0.05 nm and 0.5 nm, so for the film of the example the formula describes a limit of the continuum model rather than a physical skyrmion.

## Collapse and the mesh

Stretching the $D=2.0$ mJ/m² solution towards $\lambda=0$ raises the energy from $E$ to $E_{ex}$, a climb of $E_V=0.88$ eV. A path that also changes shape may climb less. If $E_{DM}$ and $E_V$ vanish as the texture shrinks to a point, the exchange energy that remains is still at least $8\pi At$, so the climb is at least $1.57-1.08=0.49$ eV.

That estimate belongs to the continuum. On an atomic lattice or a coarse mesh, neighbouring spins can differ by large angles. The derivatives in the proof then no longer describe the energy, and neither the bound nor the conservation of $Q$ is guaranteed. The 1.1 nm skyrmion in the table is only a few atomic spacings in radius, and its continuum climb to collapse is small, between $1.57-1.51=0.06$ eV and $E_V=0.08$ eV. Since the bound is not guaranteed on a lattice, the continuum solution does not show that this skyrmion survives there; it may collapse to the uniform state. Its radius is also comparable with $t$, so the local form of the dipolar energy is not justified for it.

For a relaxed skyrmion in this model, compute $E_{DM}/E_V$, with both energies measured from the relaxed state of the same film without the skyrmion. The subtraction matters on a film with free edges. There the boundary term of the radial variation, $\rho(2\theta'+d)\,\delta\theta$, forces $\theta'=-d/2$ at the edge. The magnetization therefore tilts at the edge however distant it is, and this adds to $E_{DM}$ and $E_V$ terms that the stretching argument does not cover. A value away from $-2$ means that the relaxation is unfinished, the mesh is too coarse, an edge is too near, or the energy contains a term with another scaling. Within the local model a value of $-2$ is necessary for a converged size; $E_V$ must be formed with the effective $K$, not with $K_u$. The ratio is a weak probe of the radius. For $d=1$, a square mesh of spacing $L/2$ gives about $-1.96$ with a radius 6% too small, and the nonlocal dipolar term at $M_s=1.0$ MA/m gives about $-1.94$ with a radius a third larger. The radius should therefore still be shown to be stable when the mesh is refined.

## Computed results

```
Exchange bound: texture, charge Q, E_ex/(8 pi A t |Q|) (no unit)
  analytic, one core       Q =  -1.000   ratio = 1.000
  analytic, two cores      Q =  -1.999   ratio = 1.000
  one core, cut tail       Q =  -1.000   ratio = 1.094
  elliptic core            Q =  -1.000   ratio = 1.305
  two cores, cut tail      Q =  -1.999   ratio = 1.011
  antiskyrmion, cut tail   Q =   1.000   ratio = 1.094
Measured scaling powers (exchange, DM, local): 0.001, 1.000, 2.000
Small skyrmions: R/L, d solved, d from law, E_DM/(-8 pi D t R)
  0.10   0.33389   0.28370   0.9655
  0.03   0.16148   0.15735   0.9920
  0.01   0.07476   0.07442   0.9983
Exchange stiffness A = 10.0 pJ/m
Effective anisotropy K = 0.40 MJ/m^3
Film thickness t = 1.0 nm
Length L = sqrt(A/K) = 5.000 nm
Bound 8 pi A t = 1.5687 eV = 2.5133 x 1e-19 J
D = 1.0 mJ/m^2: d = 0.500, R = 1.115 nm
  E_ex = 1.5920 eV, E_DM = -0.1619 eV, E_V = 0.0809 eV
  total E = 1.5111 eV, 8 pi A t - E = 0.0576 eV
  E_DM/E_V = -2.00000, E_ex/(8 pi A t) = 1.0149
D = 1.5 mJ/m^2: d = 0.750, R = 2.950 nm
  E_ex = 1.6749 eV, E_DM = -0.5932 eV, E_V = 0.2966 eV
  total E = 1.3783 eV, 8 pi A t - E = 0.1904 eV
  E_DM/E_V = -2.00000, E_ex/(8 pi A t) = 1.0677
D = 2.0 mJ/m^2: d = 1.000, R = 7.010 nm
  E_ex = 1.9559 eV, E_DM = -1.7607 eV, E_V = 0.8804 eV
  total E = 1.0756 eV, 8 pi A t - E = 0.4931 eV
  E_DM/E_V = -2.00000, E_ex/(8 pi A t) = 1.2469
Best stretch of the D = 1.5 profile at D = 2.0: 1.3333
Radius at D = 2.0, shape held fixed: 3.933 nm
Radius at D = 2.0, shape relaxed: 7.010 nm
```
